Thermal stress in a circular metal line embedded in a dielectric

**Result**

A long metal line of circular cross-section, bonded inside an unbounded elastic dielectric and cooled from a stress-free temperature T0 to a temperature T, carries the uniform stress

σ_r = σ_θ = σ_t = 3Kε0 μ_d/(k + μ_d)  (1)

σ_z = 3Kε0 (μ + μ_d)/(k + μ_d)  (2)

with

ε0 = (α_m − α_d)(T0 − T),  k = K + μ/3.  (3)

Here z runs along the line, and r and θ are polar coordinates in its cross-section. K and μ are the bulk and shear moduli of the metal, μ_d is the shear modulus of the dielectric, and α_m and α_d are the linear expansion coefficients. Tension is positive. A metal that contracts more than its surroundings on cooling has ε0 > 0 and is in tension.

When μ_d → 0 the stress becomes the uniaxial tension Eε0, where E is Young's modulus of the metal. When μ_d → ∞ it becomes the hydrostatic tension 3Kε0. Neither the line radius a nor Poisson's ratio of the dielectric appears.

Both materials are taken as isotropic and linear elastic, with small strains and temperature-independent constants. The interface neither slips nor opens, the remote dielectric is free of stress, and the section considered is far from the ends of the line.

**Strains measured from the free dielectric**

Without the line, the dielectric would change its length by the strain α_d(T − T0) in every direction. Let u(r) be the radial displacement beyond this uniform change, and let e_z be the additional axial strain. The additional strains are

e_r = u′,  e_θ = u/r,  e_z,  (4)

where the prime means d/dr. Far from the ends, plane sections remain plane, so e_z is the same in both materials.

Stress comes from the elastic strain, which is the total strain minus the free thermal strain. In the dielectric the elastic strain is simply e_i. In the metal it is

α_d(T − T0) + e_i − α_m(T − T0) = e_i + (α_m − α_d)(T0 − T) = e_i + ε0.  (5)

If the metal followed the dielectric without disturbing it, all e_i would vanish, and the metal would be stretched by ε0 in all three directions.

Let λ = K − 2μ/3 be the first Lamé constant of the metal. Hooke's law then reads

σ_i = λ(e_r + e_θ + e_z + 3ε0) + 2μ(e_i + ε0).  (6)

The dielectric obeys the same law with constants λ_d and μ_d and without ε0. Two identities will be needed:

k = K + μ/3 = λ + μ,  3K = 3λ + 2μ = 2k + λ.  (7)

**Why the axial strain is fixed**

To find e_z, first give the dielectric a finite outer radius b with a free surface. Its inner surface at r = a carries the radial stress σ_t. The standard elastic solution for such a tube is

σ_r = σ_t a²(b²/r² − 1)/(b² − a²),  σ_θ = −σ_t a²(b²/r² + 1)/(b² − a²).  (8)

These satisfy radial equilibrium, dσ_r/dr + (σ_r − σ_θ)/r = 0, and give σ_r(a) = σ_t and σ_r(b) = 0. Their sum is independent of r:

σ_r + σ_θ = −2σ_t a²/(b² − a²).  (9)

A constant sum also makes the strains compatible with a single displacement u(r). Hooke's law, solved for the axial stress in the dielectric, gives σ_z,d = E_d e_z + ν_d(σ_r + σ_θ), where E_d and ν_d are its Young's modulus and Poisson's ratio. No external axial force acts, so the forces in line and tube cancel:

a²σ_z + (b² − a²)E_d e_z − 2ν_d a²σ_t = 0.  (10)

Therefore

e_z = −a²(σ_z − 2ν_d σ_t)/[E_d(b² − a²)].  (11)

The metal stresses in the numerator stay bounded as b grows. The equilibrium state minimises the elastic energy, and the trial state u = 0, e_z = 0 has the energy (9/2)Kε0² per unit volume of metal and none in the dielectric. The true energy cannot exceed this value, whatever b is. Hence, at fixed E_d > 0,

e_z → 0 as b → ∞.  (12)

A wide dielectric imposes its own contraction on the line even if it is soft, because its cross-section is unlimited. This is the origin of the uniaxial limit.

**Radial displacement**

Put e_z = 0. In either material the derivative of the radial stress is

dσ_r/dr = λ(u″ + u′/r − u/r²) + 2μu″,  (13)

with the constants of that material; the uniform thermal term drops out. The stress difference gives

(σ_r − σ_θ)/r = 2μ(u′/r − u/r²).  (14)

Radial equilibrium requires the sum of (13) and (14) to vanish:

(λ + 2μ)(u″ + u′/r − u/r²) = (λ + 2μ)(u′ + u/r)′ = 0.  (15)

The general solution is u = Ar + B/r. In the metal B = 0, since the displacement is finite on the axis. In the dielectric A = 0, since the remote stress vanishes. Continuity at r = a then leaves one unknown, c:

u = cr for r < a,  u = ca²/r for r > a.  (16)

In the metal e_r = e_θ = c. Equation (6) gives the transverse stress

σ_t = λ(2c + 3ε0) + 2μ(c + ε0) = 2kc + 3Kε0,  (17)

and the axial stress

σ_z = λ(2c + 3ε0) + 2με0 = 2λc + 3Kε0.  (18)

Both are independent of position. In the dielectric,

e_r = −ca²/r²,  e_θ = +ca²/r²,  (19)

so e_r + e_θ + e_z = 0. The dielectric changes shape but not volume, and λ_d multiplies zero. This is why Poisson's ratio is absent once μ_d is given. The dielectric stresses are

σ_r = −2μ_d ca²/r²,  σ_θ = +2μ_d ca²/r²,  σ_z = 0.  (20)

**Matching the traction**

The radial stress is continuous at r = a:

2kc + 3Kε0 = −2μ_d c.  (21)

Collecting the terms in c gives

c = −3Kε0/[2(k + μ_d)].  (22)

For ε0 > 0 the interface moves inward relative to the free dielectric. Substituting (22) into (17),

σ_t = 3Kε0[1 − k/(k + μ_d)] = 3Kε0 μ_d/(k + μ_d),  (23)

which is (1). Substituting it into (18) and using k − λ = μ,

σ_z = 3Kε0[1 − λ/(k + μ_d)] = 3Kε0(μ + μ_d)/(k + μ_d),  (24)

which is (2). The mean stress σ_h = (2σ_t + σ_z)/3 is

σ_h = 3Kε0(μ_d + μ/3)/(k + μ_d).  (25)

The two transverse stresses are equal, so the von Mises stress, which measures the tendency to yield, is

|σ_z − σ_t| = 3K|ε0|μ/(k + μ_d).  (26)

A stiffer dielectric thus raises the magnitude of the mean stress while lowering the shear stress in the metal.

Around a line in tension, the dielectric is pulled radially and compressed along the hoop direction. By (20) both stresses have magnitude σ_t at the interface and fall as 1/r².

**The two limits and their conditions**

For μ_d → 0, equation (1) gives σ_t → 0, and (2) gives

σ_z → 3Kε0 μ/k = 9Kμε0/(3K + μ) = Eε0.  (27)

The last step is the standard relation between E, K and μ. The line is free to contract sideways but is held at the length of the dielectric.

The order of the limits matters. Equation (27) takes b → ∞ first and μ_d → 0 afterwards. If b is fixed while the dielectric loses its stiffness, the tube can support neither a radial traction nor an axial force. Then σ_t → 0, and (10) forces σ_z → 0 as well.

An estimate of the crossover follows by dropping σ_t, so that σ_z ≈ E(ε0 + e_z). Inserting e_z from (11) gives

σ_z ≈ Eε0/{1 + Ea²/[E_d(b² − a²)]}.  (28)

The uniaxial limit therefore needs b²/a² ≫ E/E_d. The line must also be long enough for the soft dielectric to transfer the axial load to it through shear near the ends.

For μ_d → ∞, both fractions in (1) and (2) tend to one:

σ_t → 3Kε0,  σ_z → 3Kε0.  (29)

Every elastic strain in the metal is then ε0, and the stress is hydrostatic. The confinement must be rigid against shear. An incompressible dielectric with a modest μ_d does not suffice, because the displacement outside the line needs no volume change.

The scale that separates weak from strong transverse confinement is μ_d = k, where σ_t reaches half its rigid value. Between the limits, eliminating c from (17) and (18) gives

σ_z = Eε0 + (λ/k)σ_t.  (30)

Indeed, (17) gives 2c = (σ_t − 3Kε0)/k, and (18) becomes (λ/k)σ_t + 3Kε0(1 − λ/k), whose last term is 3Kε0 μ/k = Eε0. For λ > 0, that is, a positive Poisson's ratio of the metal, transverse tension adds to the axial tension because it opposes the sideways contraction of the stretched line.

**A dielectric film held by a substrate**

On a chip the dielectric is a film attached to a much thicker substrate with expansion coefficient α_s. The substrate sets the in-plane strain. Relative to the free dielectric this strain is

η = (α_s − α_d)(T − T0),  (31)

both along the line and across it. The film surface is free, so far from the line the stress normal to the film is zero, while both in-plane stresses equal

σ_f = E_d η/(1 − ν_d).  (32)

Let the line be far from the film surface and from the substrate compared with its radius. The remote stress in the cross-section can be split into its average over the angle θ and a part varying as cos 2θ. The second part produces responses that also vary as cos 2θ. It changes the local transverse stresses but adds nothing to σ_z or σ_h averaged over the cross-section. The angular average is treated here.

The averaged remote radial stress is σ_f/2. Let e_T be the averaged remote transverse strain. Hooke's law for the difference between axial and transverse directions gives

σ_f − σ_f/2 = 2μ_d(η − e_T), hence σ_f/2 + 2μ_d e_T = 2μ_d η.  (33)

Outside the line u = e_T r + B/r, and inside u = cr. Continuity requires B/a² = c − e_T. The radial stress on the dielectric side of the interface is therefore

σ_r(a) = σ_f/2 − 2μ_d(c − e_T) = −2μ_d(c − η).  (34)

Write c = η + c′. On the metal side, where now e_z = η,

σ_t = 2k(c + ε0) + λ(η + ε0) = 2kc′ + 3K(ε0 + η),  (35)

σ_z = 2λ(c + ε0) + (λ + 2μ)(η + ε0) = 2λc′ + 3K(ε0 + η).  (36)

Equations (34) to (36) are the original problem with c replaced by c′ and ε0 replaced by

ε_s = ε0 + η = (α_m − α_s)(T0 − T).  (37)

For the angular average, formulas (1) and (2) thus remain valid if the expansion coefficient of the substrate takes the place of that of the dielectric. The dielectric still enters through μ_d.

**Worked example: tungsten in a silica-like dielectric**

Bcc tungsten suits an isotropic model. Rough cubic elastic constants give Young's moduli of 404 and 410 GPa along the 100 and 111 directions, a spread of about 1 percent. The example takes E = 410 GPa, Poisson's ratio 0.28 and α_m = 4.5×10⁻⁶ K⁻¹. The dielectric has E_d = 70 GPa, ν_d = 0.17 and α_d = 0.5×10⁻⁶ K⁻¹. All are rough typical values. The line is cooled from 673 K to 298 K, so

ε0 = (4.5 − 0.5)×10⁻⁶ × 375 = 1.50×10⁻³.

The moduli are K = 310.6 GPa, μ = 160.2 GPa, k = 364.0 GPa and μ_d = 29.9 GPa. The rigid limit is

3Kε0 = 3 × 310.6 GPa × 1.50×10⁻³ = 1398 MPa,

and the uniaxial limit is Eε0 = 615 MPa. Evaluated with unrounded values, equations (1), (2) and (25) give the stresses below; the factors shown are rounded:

σ_t = 1398 × 29.9/393.9 = 106 MPa,

σ_z = 1398 × 190.1/393.9 = 674 MPa,

σ_h = (2 × 106 + 674)/3 = 296 MPa.

Since μ_d is only 8 percent of k, the line is close to uniaxial tension. Its mean stress is 21 percent of the rigid value. With the same metal, temperatures and α_d, a dielectric with E_d = 5 GPa and ν_d = 0.25 gives σ_t = 8 MPa and σ_z = 619 MPa. Raising E_d to 250 GPa at that ν_d gives 301 and 784 MPa. These two cases vary only the stiffness; soft dielectrics often expand more than tungsten, and with α_d = 15×10⁻⁶ K⁻¹ the line in the unbounded dielectric would be in compression. All these values need a long line. A tungsten inclusion shaped as a prolate spheroid carries σ_z = 436, 560 and 651 MPa in the silica-like dielectric for length-to-diameter ratios of 5, 10 and 30. With E_d = 5 GPa it carries only 61, 138 and 381 MPa, and 573 MPa at a ratio of 100. Short wiring therefore stays well below (2), the more so the softer the dielectric.

A numerical minimisation of the elastic energy on a radial mesh, with the axial strain left free and b = 1000a, gives 106.1 and 674.4 MPa for the silica-like case, in agreement with the formulas. Changing ν_d from 0.05 to 0.45 at fixed μ_d altered the computed stresses by at most 0.006 MPa.

The same method shows the effect of finite width: σ_z is 395, 638 and 674 MPa for b/a = 3, 10 and 100. For a dielectric with E_d = 10⁻⁴E and ν_d = 0.2, it gives 615 MPa at b/a = 10⁴ but 0.51 MPa at b/a = 3. Estimate (28) gives 0.49 MPa in the latter case; it omits the term 2ν_d σ_t of (10), which is there also of first order in E_d and amounts to 0.02 MPa.

**The example beside a real line**

Tungsten is used for contacts and short local wiring in silica-type dielectrics, and deposition at several hundred kelvin above room temperature is a realistic setting. The assumption of a stress-free remote dielectric fails on a chip. For a silicon-like substrate with α_s = 2.6×10⁻⁶ K⁻¹, equation (37) multiplies the stresses by 1.9/4.0 = 0.475. The axial stress falls from 674 to 320 MPa and the mean stress from 296 to 140 MPa. These numbers depend strongly on α_s, because α_m − α_s is a small difference. The value 2.6×10⁻⁶ K⁻¹ is that of silicon at room temperature; between 298 and 673 K its coefficient rises to about 4×10⁻⁶ K⁻¹ and averages roughly 3.45×10⁻⁶ K⁻¹. With that average the factor is about 0.26, the axial stress about 180 MPa and the mean stress about 80 MPa; a mean α_m of 4.6×10⁻⁶ K⁻¹ would give about 200 MPa axially. The transverse stresses are also no longer equal: for α_s = 2.6×10⁻⁶ K⁻¹ the cos 2θ part splits the average of 50 MPa into 6 MPa in the film plane and 94 MPa normal to it. Equation (37) holds only for a line lying in the film plane. A contact runs normal to the film, where the substrate does not set the axial strain; a long conductor in that orientation would carry about 750 MPa axially for α_s = 2.6×10⁻⁶ K⁻¹, and real contacts are too short for the long-line assumption.

Growth stress can be as large as the thermal stress. Suppose that deposition alone would leave a rough 1000 MPa of equal in-plane tension in a flat tungsten film. The corresponding strain is 1000 MPa × (1 − 0.28)/410 GPa = 1.76×10⁻³, or 1.17ε0. If the same strain acts in all directions in the line, linearity allows it to be added to ε_s. The axial stress on the substrate becomes 674 × (0.475 + 1.17) ≈ 1110 MPa, or about 970 MPa with α_s = 3.45×10⁻⁶ K⁻¹. The thermal part alone is then a poor estimate of the total.

A liner matters mainly for the transverse stress. Take a line of radius 20 nm with a 3 nm nitride-like liner (Young's modulus 400 GPa, Poisson's ratio 0.25, expansion coefficient 9.0×10⁻⁶ K⁻¹) in the unbounded dielectric. The energy minimisation gives σ_t = 26 MPa instead of 106 MPa, and σ_z = 629 MPa instead of 674 MPa. The liner tries to contract by 8.5×10⁻⁶ × 375 = 3.2×10⁻³ more than the dielectric, whereas the interface without a liner moves inward by a strain of 1.8×10⁻³. The liner is therefore stretched around the line. It is also stretched by 3.2×10⁻³ along the line, which through Poisson's ratio supplies about 340 MPa of its hoop tension of about 845 MPa. The excess of hoop over radial stress in the liner cancels part of the outward pull on the line. The sign of the effect depends on the liner: with an expansion coefficient of 3.0×10⁻⁶ K⁻¹, σ_t would rise to 136 MPa. The axial change follows from (30): (203.8/364.0) × 80 MPa = 45 MPa.

At this radius, interface stress is also relevant. A rough value of 1 N/m corresponds to a pressure scale of 1 N/m ÷ 20 nm = 50 MPa, about half of σ_t in the unbounded dielectric and as large as the averaged σ_t on the substrate. It varies as 1/a, so the independence of radius in (1) and (2) is lost in very thin lines.

Other corrections concern the surroundings of the line, the input data, the temperature, yielding and the shape of the section. Lines on a chip usually have close neighbours and lie near the substrate or the surface. Plane-strain solutions for square lines with α_s = 2.6×10⁻⁶ K⁻¹, spaced by their own width, resting on the silicon or flush with the surface, keep the averaged σ_z between about 295 and 335 MPa. The mean stress then ranges from about 100 to 160 MPa, and the in-plane transverse stress from about −40 to +45 MPa. A drift of 0.1×10⁻⁶ K⁻¹ in α_m changes the unbounded-dielectric result by 2.5 percent, and the result on the substrate by 5 percent for α_s = 2.6×10⁻⁶ K⁻¹ or nearly 10 percent for 3.45×10⁻⁶ K⁻¹. At a use temperature of 373 K the cooling interval is 300 K, and σ_z falls to 540 MPa. The von Mises stress at room temperature is 568 MPa, or 0.57 of a rough yield strength of 1000 MPa, so the thermal load alone leaves the metal elastic if its yield strength is that high; at 750 MPa the ratio is 0.76, and below about 570 MPa the line would yield. Whether the interface and the dielectric withstand the radial tension of 106 MPa is a separate question. With the growth strain included on the substrate it becomes 568 × 1.645 ≈ 935 MPa (about 815 MPa with α_s = 3.45×10⁻⁶ K⁻¹; the cos 2θ part adds less than 10 MPa in either case), and yielding can no longer be excluded. Rectangular sections have stress concentrations at their corners, which the circular model does not describe. An elongated section also makes the transverse stresses unequal. For an elliptical section with axes in the ratio 2:1 in the unbounded silica-like dielectric they are 68 MPa along the short axis and 169 MPa along the long one, and they then depend on ν_d, while σ_z changes only to 682 MPa.

For stress migration, the energy released per volume of atoms removed from a void is the normal stress at the place where they are deposited. It is the mean tension (296 MPa in the example) if they are spread evenly over all directions, but σ_z (674 MPa) at grain boundaries across the line and σ_t (106 MPa) at the side wall. The difference σ_z − σ_t drives changes of shape. Neither stress gives a rate, which also requires atomic diffusion. In tungsten that diffusion is very slow at these temperatures, so the calculated tension is a stored load and not a prediction of voiding. The numerical output below lists the inputs and the results of the basic example.

Computed values

```
INPUTS (rough): Young GPa, Poisson, expansion 1e-6/K
tungsten: 410, 0.28, 4.5
silica-like: 70, 0.17, 0.5
soft dielectric: 5, 0.25, 0.5
stiff dielectric: 250, 0.25, 0.5
liner: 400, 0.25, 9.0
substrate expansion: 2.6 1e-6/K
T free, room, use: 673, 298, 373 K
line radius, liner thickness: 20, 3 nm
RESULTS at room temperature
misfit strain e0: 1.500 1e-3
metal bulk modulus K: 310.6 GPa
metal shear modulus mu: 160.2 GPa
metal first Lame constant: 203.8 GPa
metal k = K + mu/3: 364.0 GPa
silica-like shear modulus: 29.9 GPa
interface strain c: -1.774 1e-3
uniaxial limit E*e0: 615.0 MPa
rigid limit 3K*e0: 1397.7 MPa
soft: transverse 7.6, axial 619.3, mean 211.5 MPa
silica-like: transverse 106.1, axial 674.4, mean 295.6 MPa
stiff: transverse 301.2, axial 783.7, mean 462.1 MPa
von Mises stress, silica-like: 568.3 MPa
CHECKS by energy minimisation
silica-like: transverse 106.1, axial 674.4 MPa
largest relative error over 5 cases: 5.2e-06
change for Poisson 0.05 to 0.45: 0.006 MPa
outer/line radius 3: axial 395.1 MPa
outer/line radius 10: axial 637.6 MPa
outer/line radius 100: axial 674.1 MPa
very soft, wide: axial: 615.0 MPa
very soft, outer/line radius 3: axial: 0.51 MPa
NEGLECTED EFFECTS, silica-like case
substrate-held film stress: -66.4 MPa
with substrate: transverse 50.4, axial 320.4, mean 140.4 MPa
with liner: transverse 25.7, axial 629.4, mean 226.9 MPa
growth stress taken (rough): 1000 MPa
growth strain / e0: 1.17
interface stress taken (rough): 1.0 N/m
interface stress / radius: 50.0 MPa
yield strength taken (rough): 1000 MPa
von Mises / yield strength: 0.57
cubic C11, C12, C44 (rough): 520, 205, 160 GPa
Young along 100, 111: 404.1, 409.5 GPa
expansion drift taken (rough): 0.1 1e-6/K
stress change from drift: 2.5 percent
at use temperature: transverse 84.9, axial 539.6 MPa
```
